# Tunnelling Time in a Triangular Oxide Barrier and the Lattice Response

An electron tunnels through a triangular barrier 3.1 eV high in a field of 8 MV/cm, with a mass of 0.42 free-electron masses. Its Büttiker-Landauer traversal time is 4.8 fs. A lattice mode with a quantum of 150 meV has a period of 27.6 fs, almost six times longer. Yet, in the model below, tunnelling gains about 60% of the energy that this mode could supply by relaxing fully around the electron. Why does so slow a vibration respond so much?

## A back-of-envelope answer

Let the electron enter the oxide at $x=0$. Measured from its energy, the barrier is

$$U(x)=\varphi-eFx,$$

where $\varphi$ is the height at the entrance, $F>0$ the field strength inside the oxide and $e>0$ the elementary charge. The exit, where $U=0$, lies at $x_e=\varphi/(eF)=3.1/0.8=3.875$ nm, since 8 MV/cm is 0.8 V/nm.

Under the barrier the wave decays locally as $e^{-\kappa x}$, with $\hbar\kappa=\sqrt{2mU}$. Use $\hbar\kappa/m$ as a speed. Differentiating $\hbar^2\kappa^2=2m(\varphi-eFx)$ gives $\hbar^2\kappa\,d\kappa/dx=-meF$, so

$$\hbar\frac{d\kappa}{dt}=\hbar\frac{d\kappa}{dx}\,\frac{\hbar\kappa}{m}=-eF .$$

The field removes the "momentum" $\hbar\kappa_0=\sqrt{2m\varphi}$ at a constant rate. With $\kappa_0=5.846$ nm$^{-1}$ and $\hbar=0.6582$ eV fs,

$$\tau=\frac{\hbar\kappa_0}{eF}=\frac{0.6582\times5.846}{0.8}\ \text{fs}=4.81\ \text{fs}.$$

For the lattice, the first comparison to make is with $1/\omega$ and not with the period $2\pi/\omega$. For the 150 meV mode

$$\omega\tau=\frac{0.150\times4.81}{0.6582}=1.10 .$$

This is neither small nor large, so the mode should be neither frozen nor fully relaxed. The estimate does not yet say what "following" means under a barrier, or how much of it occurs.

## What the traversal time measures

Take a wide film, an opaque barrier, one parabolic mass, no image force and no wave reflected from the anode. In the WKB approximation the transmission probability varies as $e^{-B}$, apart from a slowly varying prefactor. Changing variable from $x$ to $U$, with $dx=-dU/(eF)$,

$$B=2\int_0^{x_e}\kappa\,dx=\frac{2\sqrt{2m}}{\hbar eF}\int_0^{\varphi}U^{1/2}dU=\frac{4\sqrt{2m}\,\varphi^{3/2}}{3\hbar eF}.$$

Here $B=\tfrac43\kappa_0x_e=30.2$, so the barrier is opaque. The traversal time follows from the same change of variable:

$$\tau=\int_0^{x_e}\frac{m\,dx}{\hbar\kappa}=\sqrt{\frac m2}\,\frac1{eF}\int_0^\varphi\frac{dU}{\sqrt U}=\frac{\sqrt{2m\varphi}}{eF}.$$

Since $dB/d\varphi=2\sqrt{2m\varphi}/(\hbar eF)$, we also have

$$\tau=\frac\hbar2\frac{dB}{d\varphi}.\tag{1}$$

Thus $\tau$ states how strongly the tunnelling exponent reacts to a small change of energy. It is not the arrival time of a wave packet.

The link with a clock appears when a uniform barrier of width $d$ is weakly modulated at angular frequency $\Omega$. Suppose that the electron absorbs (upper sign) or emits (lower sign) a quantum $\hbar\Omega$ at position $x$. Its decay constant then becomes $\kappa_\pm\simeq\kappa\mp m\Omega/(\hbar\kappa)$ for the remaining distance. With $\tau_d=md/(\hbar\kappa)$, the first-order amplitude is proportional to

$$\int_0^d e^{-\kappa x-\kappa_\pm(d-x)}dx=e^{-\kappa d}\,\frac{\hbar\kappa}{m}\,\frac{e^{\pm\Omega\tau_d}-1}{\pm\Omega}.$$

The ratio of the two amplitudes is $(e^{\Omega\tau_d}-1)/(1-e^{-\Omega\tau_d})=e^{\Omega\tau_d}$. The two sideband probabilities therefore obey $T_+/T_-=e^{2\Omega\tau_d}$, provided that $\hbar\Omega$ is small against the barrier height and the emitter energy, and that $\hbar$ divided by either of these energies is short against $\tau_d$. The second condition keeps the interface terms small.

If the triangular barrier is modulated in a thin layer at its entrance, the electron crosses nearly the whole barrier after the exchange. The probabilities then vary as $e^{-B(\varphi\mp\hbar\Omega)}$, and equation (1) gives

$$\frac{T_+}{T_-}\simeq\exp\!\left(2\hbar\Omega\frac{dB}{d\varphi}\right)=e^{4\Omega\tau}.$$

Both relations were tested by solving the scattering problem on a grid, with emitter kinetic energy 3.1 eV and $\hbar\Omega=0.1$ eV. A rectangular barrier 3.1 eV high and 10 nm wide gave 6.32 fs from its sidebands, against 6.21 fs from $\tau_d$. The triangular barrier, modulated over its first 0.1 nm, gave 4.79 fs against 4.81 fs. The sensitivity of its static transmission to the barrier height, computed with Airy functions and converted by equation (1), gave 4.81 fs.

## A lattice mode coupled to the electron

Consider one harmonic mode of angular frequency $\omega$, initially in its ground state. Measure its energy from the zero-point level. While the electron is in the oxide the lattice Hamiltonian is

$$H_1=\hbar\omega\,a^\dagger a+g(a+a^\dagger),$$

where $g$ is a coupling energy, taken first as independent of position. In the emitter $g=0$.

Inside the barrier $H_1$ commutes with the electron's position and momentum. For an eigenvalue $\lambda$ of $H_1$, the lattice holds energy $\lambda$ that the electron lacks, and the barrier is effectively $\varphi+\lambda$. By equation (1) the amplitude is

$$e^{-B(\varphi+\lambda)/2}\simeq e^{-B/2}e^{-\tau\lambda/\hbar}.$$

This step needs $|\lambda|\ll\varphi$ for the lattice energies that matter. In operator form, tunnelling acts on the mode as $e^{-\tau H_1/\hbar}$: the mode evolves for a time $\tau$ with a decaying exponential in place of an oscillation. No completed period is required.

We count transmitted electrons whatever state the lattice is left in. The interface prefactor is taken as unchanged, and exchanges after the exit are assumed to cause no reflection. Summing over final states with $\sum_n|n\rangle\langle n|=1$ gives

$$\frac{T_g}{T_0}=\sum_n\left|\langle n|e^{-\tau H_1/\hbar}|0\rangle\right|^2=\langle0|e^{-2\tau H_1/\hbar}|0\rangle .$$

The factor 2 comes from the amplitude and its conjugate. Define $s=g/(\hbar\omega)$, $y=2\omega\tau$ and $b=a+s$. Expanding $b^\dagger b=a^\dagger a+s(a+a^\dagger)+s^2$ shows that

$$H_1=\hbar\omega(b^\dagger b-s^2).$$

The initial state satisfies $a|0\rangle=0$, hence $b|0\rangle=s|0\rangle$. It is a coherent state of the displaced mode, with probability $e^{-s^2}s^{2n}/n!$ of containing $n$ displaced quanta. Therefore

$$\frac{T_g}{T_0}=e^{ys^2}e^{-s^2}\sum_{n=0}^\infty\frac{(s^2e^{-y})^n}{n!}
=\exp\!\left[s^2(y-1+e^{-y})\right].\tag{2}$$

The lowest eigenvalue of $H_1$ is $-E_r$, where $E_r=s^2\hbar\omega=g^2/(\hbar\omega)$ is the full relaxation energy. If the lattice were relaxed throughout the traversal, the barrier would be lower by $E_r$, and equation (1) would give a logarithmic gain $2\tau E_r/\hbar=s^2y$. The fraction obtained is

$$f=\frac{y-1+e^{-y}}{y}=1-\frac{1-e^{-2\omega\tau}}{2\omega\tau}.\tag{3}$$

The coupling strength cancels. The actual lowering of the barrier, $fE_r$, still depends on it.

Equation (2) was tested against a scattering calculation that kept the electron coordinate and seven oscillator levels, with $s=0.3$, emitter kinetic energy 3.1 eV and a coupling that faded smoothly after the exit. The computed $\ln(T_g/T_0)$, divided by the prediction, was 1.008 for quanta of 150 and 60 meV and 1.006 for 20 meV. The last digit depends on how the ramp and the coupling are ended: with a constant coupling on an endless ramp the ratios are 0.997, 0.994 and 0.991. The agreement is therefore at the level of about 1%.

## Two limits, and the meaning of following

For a fast mode, $\omega\tau\gg1$, equation (3) gives $f\simeq1-1/(2\omega\tau)$. Most of the traversal takes place in a relaxed lattice.

For a slow mode, expand $e^{-y}=1-y+y^2/2-y^3/6+\dots$ to obtain

$$f\simeq\frac y2-\frac{y^2}{6}=\omega\tau-\frac23(\omega\tau)^2 .$$

The leading term needs careful reading, because it is present even for a lattice that does not move. Before the electron arrives, the zero-point motion makes $V=g(a+a^\dagger)$ a Gaussian variable with mean zero and variance $g^2$. If each value of $V$ stayed fixed during tunnelling, the average probability would change by

$$\left\langle e^{-2\tau V/\hbar}\right\rangle=\exp\!\left(\frac{2g^2\tau^2}{\hbar^2}\right).$$

Divide this exponent by the full-relaxation value $2\tau g^2/(\hbar^2\omega)$: the result is $\omega\tau$, the leading term of $f$. A slow lattice thus helps because configurations that happen to lower the barrier add more transmission than those that raise it take away. The correction $-\tfrac23(\omega\tau)^2$ is the first sign of motion during the traversal.

For a constant coupling, this supplies a test of whether a mode may be called frozen: compare $f$ with $\omega\tau$.

- **150 meV:** $\omega\tau=1.10$ and $f=0.60$. The frozen estimate even exceeds full relaxation, so it fails. The relaxed estimate, which is 1, is also far off.
- **60 meV:** $\omega\tau=0.44$ and $f=0.33$. The frozen estimate is about 31% above $f$, relative to $f$.
- **20 meV:** $\omega\tau=0.146$ and $f=0.133$. The frozen estimate is about 10% too large, relative to $f$, so the mode hardly moves during the traversal.

The opening puzzle is thereby resolved. The exponential in equation (3) contains $2\omega\tau=2.19$ for the stiff mode. The comparison with a whole period hides both the factor $2\pi$ in the period and the factor 2 from the probability.

At fixed barrier height and mass, $\tau\propto1/F$. The stiff mode therefore has $\omega\tau=1$ at about $8\times1.10=8.8$ MV/cm. Lower fields give it more time, as long as the film is thick enough to contain the exit.

## Coupling that grows with depth

A polarisation field need not act on the electron equally at all depths. As a second case, let the coupling be $g_e\,x/x_e$, where $g_e$ is its value at the exit. Place imaginary time $t=0$ at the exit. The constant force found earlier gives $\hbar\kappa=eF|t|$, hence

$$U=\frac{(eFt)^2}{2m}=\varphi\frac{t^2}{\tau^2},\qquad
\frac{x}{x_e}=1-\frac U\varphi=1-\frac{t^2}{\tau^2}\equiv h(t).$$

The interval from $-\tau$ to $\tau$ covers the amplitude and its conjugate. In imaginary time the ground-state correlation of $a+a^\dagger$ is $e^{-\omega|t-t'|}$. For a Gaussian variable, the logarithm of the averaged exponential is half its variance. Neglecting the lattice's effect on the electron path, we find

$$\ln\frac{T_g}{T_0}=\frac{g_e^2}{2\hbar^2}\int_{-\tau}^{\tau}\!\!dt\int_{-\tau}^{\tau}\!\!dt'\,e^{-\omega|t-t'|}h(t)h(t').$$

If the lattice were relaxed at every depth, the gain would be $(g_e^2/\hbar^2\omega)\int h^2dt$. Division gives

$$f_h=\frac{\omega}{2}\,\frac{\displaystyle\iint e^{-\omega|t-t'|}h(t)h(t')\,dt\,dt'}{\displaystyle\int h(t)^2dt}.$$

With $h=1$ the double integral is $2(y-1+e^{-y})/\omega^2$ and the denominator is $2\tau$, which restores equation (3). With the depth-dependent $h$, the fractions are 0.56, 0.30 and 0.11 for the three modes, in order of falling energy. Replacing the exponential in the double integral by 1 gives the frozen estimate for this profile, $\tfrac56\omega\tau$. It exceeds $f_h$ by about 63%, 24% and 8% for the three modes, so the judgement is little changed. A polar mode of short wavelength, whose coupling changes sign inside the barrier, partly cancels its own effect and can follow much less. The coupled scattering calculation for the 60 meV mode, with $g_e=0.3\hbar\omega$ and the coupling again fading after the exit, gave 0.974 of the predicted logarithmic gain.

## A warm lattice

At temperature $T$ a mode has mean occupation $\bar n=1/(e^{\hbar\omega/k_BT}-1)$. An initial state with $n$ quanta also brings energy $n\hbar\omega$, which must be included in the energy balance. With $N=a^\dagger a$, the required average is that of $e^{yN}e^{-yH_1/(\hbar\omega)}$. Differentiation with respect to $y$ shows that this product is an ordered exponential of

$$-s\int_0^y du\,(ae^{-u}+a^\dagger e^u).$$

For a thermal oscillator the average is again Gaussian. For $u>v$ the correlation is $(\bar n+1)e^{-(u-v)}+\bar ne^{u-v}$, so

$$\begin{aligned}
\ln\frac{T_g}{T_0}&=s^2\int_0^y\!du\int_0^u\!dv\left[(\bar n+1)e^{-(u-v)}+\bar ne^{u-v}\right]\\
&=s^2\left[(\bar n+1)(y-1+e^{-y})+\bar n(e^y-1-y)\right]\\
&=s^2\left[y-1+e^{-y}+\bar n(2\cosh y-2)\right].
\end{aligned}$$

At 300 K the logarithmic gain exceeds its cold value by factors of about 1.0, 1.3 and 2.9 for the 150, 60 and 20 meV modes. The large factor for the soft mode does not mean that it follows the electron. For small $y$ the bracket becomes $(2\bar n+1)y^2/2$, which is the frozen result with the thermal variance in place of the zero-point variance.

## Comparison with a gate stack

These parameters lie in the regime of electron injection from silicon into silicon dioxide. The mode energies 150 and 60 meV, the permittivities 2.1 (optical) and 3.9 (static), and the 9 eV gap are rough typical values; 20 meV stands for a soft mode of a neighbouring high-k layer. The field is high, about 0.8 of a rough 10 MV/cm breakdown field. A 6 nm film carries 4.8 V, and an electron could gain 1.7 eV between exit and anode if it did not scatter. Within the WKB picture, the assumption that most affects $\tau$ is the parabolic band: the two-band estimate below moves 4.8 fs to 3.9 fs at fixed mass, or to 4.4 fs if the mass is refitted.

For that estimate, let $\hbar\kappa=\sqrt{2mU(1-U/E_g)}$ with gap $E_g$. The time is now $\int\hbar(\partial\kappa/\partial U)dx$, and in a uniform field this is again $\hbar\kappa(\varphi)/(eF)$:

$$\tau=4.81\sqrt{1-3.1/9}\ \text{fs}=3.89\ \text{fs}.$$

The stiff-mode fraction falls from 0.60 to 0.53. With the mass held fixed, $B$ falls to 26.9 and $e^{-B}$, the exponential factor in the current, rises by a factor of 28. If 0.42 was obtained by fitting currents with a parabolic band, the fit already absorbs the effect of the band shape on the exponent, because both forms of $B$ vary as $1/F$. The factor of 28 must then not be applied to the fitted current, and the two-band estimate of $\tau$ needs a refitted mass. Keeping $B=30.2$ requires a mass of 0.53, which gives $\tau=4.38$ fs and a stiff-mode fraction of 0.57.

If the emitter screens like a metal, the image force adds $-e^2/(16\pi\varepsilon_0\varepsilon_rx)$ to the barrier; an emitter that screens less gives a weaker image force. With the optical permittivity, $\tau=4.88$ fs and the exponential current factor is 13.5; with the static one they are 4.85 fs and 4.5. The time hardly moves, but the currents differ by a factor of 3.0. The choice of permittivity therefore matters for the current even though it does not matter for $\tau$. For a metal-like emitter these two cases bracket the image part of the lattice effect, at a fixed band edge; they do not give the full polaron shift.

Electronic polarisation is much faster. Treating it as one 9 eV oscillator gives $f=0.99$. This quantum is larger than $\varphi$, outside the condition used for equation (3), so the number is an indication of nearly full response and no more.

For a metal-like emitter, filled several tenths of an eV or more below the Fermi level, temperature changes the current less than the band and image corrections do. Let $\epsilon$ be the electron energy along the tunnelling direction, measured from the Fermi level, and set $c=2\tau/\hbar$. To first order in $\epsilon$, the current is proportional to $\int k_BT\ln(1+e^{-\epsilon/k_BT})e^{c\epsilon}d\epsilon$. Integration by parts turns this into $c^{-1}\int e^{c\epsilon}/(1+e^{\epsilon/k_BT})\,d\epsilon=\pi k_BT/[c\sin(\pi ck_BT)]$, for $ck_BT<1$. The cold value is $1/c^2$, so the ratio is $\pi ck_BT/\sin(\pi ck_BT)=1.28$ at 300 K. Integration with the full energy dependence of $B$ gives 1.29. An electron layer at a silicon surface is filled less deeply and has quantised levels, so this factor does not carry over to it.

Finally, a film thinner than 3.875 nm has no exit inside the oxide at this field. For thickness $d<x_e$ the time integral stops at $U=\varphi-eFd$:

$$\tau_d=\frac{\sqrt{2m}}{eF}\left(\sqrt\varphi-\sqrt{\varphi-eFd}\right).$$

As $F\to0$ the bracket tends to $eFd/(2\sqrt\varphi)$, and $\tau_d$ tends to $d\sqrt{m/(2\varphi)}=md/(\hbar\kappa_0)$, the rectangular result. At fixed field and height, thinning the film below $x_e$ shortens the time available to the lattice. The formula is only rough for $d$ close to $x_e$, where the barrier left at the exit is low and the WKB approximation fails.

For the film considered here, the 4.8 fs estimate stands within the parabolic model if reflection at the anode is neglected. In so thin a film, coherent interference with the reflected wave can change the energy sensitivity of the current considerably. For an abrupt anode without scattering, the time read from the current by equation (1) swings between roughly 4 and 6 fs as the film goes from 5.6 to 6.4 nm, unless the anode is well matched to the oxide. For the two couplings computed here, one constant and one growing with depth, the stiff oxide mode follows in part and the soft mode is close to frozen. The fractions themselves are not predictions for silicon dioxide, where the electron couples to polar modes of all wavelengths and recoils from them. A rough second-order estimate with the bulk Fröhlich coupling gives about 0.65, 0.5 and 0.3 of the polaron energy for the three modes, with the soft mode still close to its frozen value. For a constant coupling, the rough estimate for electronic polarisation indicates a nearly full response. A single permittivity, optical or static, cannot represent all three responses. The numerical output lists the values for each mode and each correction.

## Table of computed values

```
Barrier height: 3.1 eV
Oxide field: 8.0 MV/cm
Tunnelling mass: 0.42 free-electron masses
Decay constant at entrance: 5.846 1/nm
Tunnelling distance: 3.875 nm
WKB exponent B: 30.20
Traversal time tau: 4.810 fs
tau from Airy transmission: 4.809 fs
tau from entrance sidebands: 4.786 fs
Rectangular test, time by formula: 6.206 fs
Rectangular test, time by sidebands: 6.316 fs
stiff oxide mode: energy 150 meV, period 27.6 fs, w tau 1.096
  fraction followed: 0.595; coupling growing with depth: 0.559
  scattering/formula: 1.008; warm/cold lattice log-gain: 1.016
middle oxide mode: energy 60 meV, period 68.9 fs, w tau 0.438
  fraction followed: 0.334; coupling growing with depth: 0.295
  scattering/formula: 1.008; warm/cold lattice log-gain: 1.305
soft high-k mode: energy 20 meV, period 206.8 fs, w tau 0.146
  fraction followed: 0.133; coupling growing with depth: 0.113
  scattering/formula: 1.006; warm/cold lattice log-gain: 2.897
Depth-coupling test, scattering/formula: 0.974
Electronic response energy (gap): 9.0 eV
Fraction followed by electronic response: 0.992
Image force, optical permittivity 2.1: tau 4.880 fs, B 27.60, current factor 13.47
Image force, static permittivity 3.9: tau 4.853 fs, B 28.70, current factor 4.51
Current ratio, optical/static image: 2.99
Two-band tau, same edge mass: 3.894 fs
Two-band exponent: 26.86
Two-band current factor: 28.3
Stiff-mode fraction with two-band tau: 0.532
Temperature: 300 K
Emitter thermal current factor, integral: 1.288
Emitter thermal current factor, formula: 1.280
Rough breakdown field: 10 MV/cm
Field/breakdown field: 0.80
Film thickness: 6.0 nm
Voltage across film: 4.80 V
Energy gain after exit, no scattering: 1.70 eV
```
